\section*{The square-root diffusion front of extrinsic donors in germanium}

\section{A front that can be seen through}

Let $C(x,t)$ be a donor concentration, $C_s$ a fixed reference concentration and $u=C/C_s$. Suppose the diffusivity is $D_s u^2$, so that
\begin{equation}
u_t=D_s\,(u^2u_x)_x .
\label{pme}
\end{equation}
Subscripts $x$ and $t$ denote derivatives. Try a profile moving rigidly into donor-free crystal at speed $v>0$: $u=F(z)$ with $z=vt-x$. Then $u_t=vF'$ and $u_x=-F'$. A second $x$-derivative restores the sign, so
\[
vF'=D_s(F^2F')' .
\]
Integrate from the donor-free side, where concentration and flux vanish. The constant is zero, and $vF=D_sF^2F'$. Where $F>0$ we may divide by $F$:
\begin{equation}
FF'=\frac{v}{D_s},\qquad F^2=\frac{2vz}{D_s}\quad(z>0),\qquad F=0\quad(z\le0).
\label{wave}
\end{equation}
The profile stops at $z=0$. Its slope diverges there, but the flux, proportional to $F^2F'=vF/D_s$, goes to zero, so no donors are lost at the join. With constant diffusivity $D$ the same balance would read $vF=DF'$, whose solution is an exponential without an end. In the wave, flux divided by concentration is $v$ everywhere, so donors advance at the same mean speed at every depth. As the diffusivity falls with $u^2$, keeping up that speed takes an ever steeper relative slope, and the profile reaches zero within a finite distance.

In this example the surface concentration must grow as $\sqrt t$. The theorem below treats constant surface concentration. First we need the origin of the squared concentration.

\section{The diffusivity of charged pairs}

Phosphorus is taken to move as a pair of charge $-q$, formed from a positive substitutional donor and a doubly negative vacancy. Here $q>0$ is the elementary charge, $n$ and $p$ are the electron and hole densities, and $n_i$ is the intrinsic density. The assumptions are local equilibrium of vacancies and pairs, dilute pairs, fully ionized donors, nondegenerate carriers and local neutrality.

\begin{lemma}
Let $D_i$ be the donor diffusivity as $C\to0$. Then the donor flux is $J=-D(C)C_x$ with
\begin{equation}
D(C)=D_i\frac{n^2}{n_i^2}\left[1+\frac{C}{\sqrt{C^2+4n_i^2}}\right].
\label{dc}
\end{equation}
For $C\gg n_i$ this becomes $2D_iC^2/n_i^2$.
\end{lemma}

\begin{proof}
A doubly negative vacancy is a neutral one that has taken two electrons, so its density is proportional to $n^2$. Mass action with the donors gives a pair density $C_p=\kappa Cn^2$, with $\kappa$ constant at fixed temperature.

Let $\phi$ be the electrostatic potential. The force on a pair is $+q\phi_x$, and by the Einstein relation its drift velocity is $D_p q\phi_x/kT$, where $D_p$ is the pair diffusivity. Electrons in equilibrium obey $n\propto e^{q\phi/kT}$, hence $q\phi_x/kT=(\ln n)_x$. Diffusion and drift together give
\begin{align}
J&=-D_p\left[(C_p)_x-C_p(\ln n)_x\right]\nonumber\\
&=-D_p\kappa\left[n^2C_x+2Cnn_x-Cnn_x\right]\nonumber\\
&=-D_p\kappa n^2\left[C_x+C(\ln n)_x\right].
\end{align}
Neutrality reads $n-p=C$ with $p=n_i^2/n$. Differentiation gives $(1+n_i^2/n^2)n_x=C_x$. Since $n(1+n_i^2/n^2)=n+p$, this is $(\ln n)_x=C_x/(n+p)$. Finally
\[
(n+p)^2=(n-p)^2+4np=C^2+4n_i^2 .
\]
Insertion gives \eqref{dc} with $D_i=D_p\kappa n_i^2$, because $n=n_i$ and the bracket is 1 at $C=0$. For $C\gg n_i$, $n\to C$ and the bracket tends to 2.
\end{proof}

Thus \eqref{pme} is the extrinsic limit, with
\begin{equation}
D_s=2D_i(C_s/n_i)^2 .
\label{ds}
\end{equation}
In this limit the pair density is proportional to $C^3$, and its gradient alone would give a factor 3 in place of 2. The internal field pulls the negative pairs back towards high $n$ and lowers the factor to 2. To next order, $n^2=C^2(1+2n_i^2/C^2)$ and the bracket is $2(1-n_i^2/C^2)$, so the limiting diffusivity has relative error $n_i^2/C^2$.

\section{The theorem}

Hold the surface at $C=C_s$ and start with no donors inside. Neither condition contains a length, which suggests $u=f(\eta)$ with $\eta=x/\sqrt{D_st}$. Since $\eta_t=-\eta/(2t)$ and $\eta_x=1/\sqrt{D_st}$, equation \eqref{pme} becomes
\begin{equation}
(f^2f')'=-\tfrac12\eta f',\qquad f(0)=1 .
\label{ode}
\end{equation}
Define the scaled flux $Q=-f^2f'$. An admissible profile is continuous and nonincreasing, tends to zero at large $\eta$, satisfies \eqref{ode} where $f>0$, and has a continuous flux that vanishes at large $\eta$ and wherever $f=0$.

\begin{theorem}
There is exactly one admissible profile. It is positive for $0\le\eta<\eta_0$ and zero beyond, with $1\le\eta_0\le\sqrt2$. For $0\le\eta\le\eta_0$,
\begin{equation}
\tfrac12(\eta_0^2-\eta^2)\le f^2\le\eta_0(\eta_0-\eta).
\label{bounds}
\end{equation}
Consequently the front lies at $x_f=\eta_0\sqrt{D_st}$, moves at $v=dx_f/dt$, and
\begin{equation}
\frac{C}{C_s}\sim\sqrt{\frac{2v\,(x_f-x)}{D_s}}\qquad(x\to x_f\text{ from below}).
\label{law}
\end{equation}
\end{theorem}

The proof has two parts: every admissible profile has these properties, and one such profile exists.

\begin{lemma}
Every admissible profile ends at a finite $\eta_0\le\sqrt2$ and obeys \eqref{bounds}.
\end{lemma}

\begin{proof}
Let $f$ be positive up to $b$, where $b$ may so far be infinite. Equation \eqref{ode} is $Q'=\eta f'/2$. Integrate from $\eta$ to $b$, where $Q$ vanishes:
\begin{equation}
Q(\eta)=\frac12\int_\eta^b y\,[-f'(y)]\,dy .
\label{flux}
\end{equation}
The bracket is not negative and $y\ge\eta$, so
\[
Q(\eta)\ge\frac\eta2\int_\eta^b[-f'(y)]\,dy=\frac{\eta f(\eta)}2 .
\]
Because $(f^2)'=2ff'=-2Q/f$, this means $(f^2)'\le-\eta$. Integration from the surface gives $f^2\le1-\eta^2/2$. A positive $f$ cannot satisfy this beyond $\eta=\sqrt2$, so $b=\eta_0\le\sqrt2$.

Now $y\le\eta_0$ in \eqref{flux}, which gives $Q\le\eta_0f/2$. Together,
\[
\eta\le-(f^2)'\le\eta_0 .
\]
Integrating from $\eta$ to $\eta_0$, where $f=0$, yields \eqref{bounds}. At $\eta=0$ it reads $\eta_0^2/2\le1\le\eta_0^2$, which is the stated range of $\eta_0$.
\end{proof}

\begin{lemma}
An admissible profile exists, and there is only one.
\end{lemma}

\begin{proof}
By the previous lemma $Q\ge\eta f/2$, so $f$ is strictly decreasing for $0<\eta<\eta_0$ and can serve as the independent variable. From $Q=-f^2f'$ and $Q'=\eta f'/2$,
\begin{equation}
\frac{d\eta}{df}=-\frac{f^2}{Q},\qquad \frac{dQ}{df}=\frac\eta2,
\label{system}
\end{equation}
with $\eta=0$ and $Q=Q_0>0$ at $f=1$. Follow the solution as $f$ falls, and put $M=Q-\eta f/2$. Then
\[
\frac{dM}{df}=\frac\eta2-\frac\eta2-\frac f2\frac{d\eta}{df}=\frac{f^3}{2Q}>0 ,
\]
so $M$ falls from $Q_0$ as $f$ falls. Let $A$ be the set of $Q_0$ for which $M$ reaches zero at some $f>0$. Let $B$ be the set for which $M$ has a positive limit at $f=0$.

Both sets are open. In $A$ the zero is crossed with nonzero slope and $Q=\eta f/2>0$ there; in $B$ we have $Q\ge M>0$ down to $f=0$. In both cases \eqref{system} is regular and its solution depends continuously on $Q_0$.

Neither set is empty. While $M\ge Q_0/2$, we have $Q\ge Q_0/2$, and $M$ can fall by at most $\int_0^1f^3df/Q_0=1/(4Q_0)$. This is less than $Q_0/2$ if $Q_0^2>1/2$, so such values lie in $B$. On the other side, $Q\le Q_0$ because $Q$ falls with $f$. If $M$ stayed positive, it would fall by at least $\int_0^1f^3df/(2Q_0)=1/(8Q_0)$, which exceeds $Q_0$ if $Q_0^2<1/8$. Such values lie in $A$.

Two disjoint nonempty open sets cannot fill the interval $Q_0>0$. For a value in neither, $M>0$ for $f>0$ and $M\to0$ as $f\to0$. Then $Q>\eta f/2$, and \eqref{system} gives $-d(\eta^2)/df=2\eta f^2/Q<4f$. Hence $\eta^2\le2(1-f^2)$ stays finite, and $Q=M+\eta f/2\to0$. The inverse function $f(\eta)$, continued by zero, is admissible.

Suppose two admissible profiles had surface fluxes $Q_{0a}<Q_{0b}$. As $f$ falls, the smaller $Q$ makes $\eta_a$ grow faster, and the larger $\eta_a$ makes $Q_a$ fall faster. The difference $Q_b-Q_a$ therefore never shrinks. But both fluxes vanish at $f=0$, a contradiction. Equal surface fluxes give equal solutions of \eqref{system}.
\end{proof}

\begin{proof}[Proof of the theorem]
It remains to obtain \eqref{law}. Divide \eqref{bounds} by its upper bound:
\[
\frac{\eta_0+\eta}{2\eta_0}\le\frac{f^2}{\eta_0(\eta_0-\eta)}\le1 .
\]
The left side tends to 1 at the front, so $f^2\sim\eta_0(\eta_0-\eta)$. Differentiating $x_f=\eta_0\sqrt{D_st}$ gives $v=x_f/(2t)$, and therefore $2v/D_s=\eta_0/\sqrt{D_st}$. Since $\eta_0-\eta=(x_f-x)/\sqrt{D_st}$, the result is $f^2\sim2v(x_f-x)/D_s$.
\end{proof}

\section{The number $\eta_0$ and the next correction}

Equation \eqref{ode} keeps its form under $f=\eta_0g(y)$, $y=\eta/\eta_0$: both sides acquire a factor $\eta_0$. Put $w=g^2$. Then $g^2g'=\sqrt w\,w_y/2$, and
\[
\frac12\left(\sqrt w\,w_{yy}+\frac{w_y^2}{2\sqrt w}\right)=-\frac{y\,w_y}{4\sqrt w} .
\]
Multiply by $2\sqrt w$ and measure distance from the front by $s=1-y=(x_f-x)/x_f$. With primes now denoting $d/ds$, $w_y=-w'$ and
\begin{equation}
ww''+\tfrac12w'^2-\tfrac12(1-s)w'=0 .
\end{equation}
Insert $w=\sum_{k\ge1}a_ks^k$. The constant term gives $a_1^2=a_1$, so $a_1=1$. The coefficient of $s$ is $2a_2+2a_2-a_2+\tfrac12=0$, so $a_2=-1/6$. Collecting the coefficient of $s^n$, with $j=n+2-i$, gives
\[
(n+1)(n+\tfrac12)a_{n+1}=-\frac n2a_n-\sum_{i=2}^{n}\left[j(j-1)+\frac{ij}2\right]a_ia_j .
\]
Thus $a_3=1/135$, and the next coefficient is $0.000441$. The surface condition $1=\eta_0\sqrt{w(1)}$ fixes the scale. Numerically $w(1)=0.841186$ and $\eta_0=1.09032$. Convergence at $s=1$ is here a numerical finding, not a proved one. It is supported by integrating \eqref{system} from the surface, which gives the same $\eta_0$ and the same surface flux, $Q_0=0.37653$, to the digits shown.

The second coefficient measures how far the root law reaches:
\begin{equation}
\frac{C}{C_s}=\eta_0\sqrt s\left(1-\frac s{12}+\cdots\right).
\label{correction}
\end{equation}
The local exponent $d\ln C/d\ln s$ is therefore $\tfrac12-s/12$ to this order. A direct numerical solution of \eqref{pme}, without the similarity assumption, gave a fitted exponent of $0.4914$ over $0.05<\eta_0-\eta<0.2$. There $s$ runs from about $0.05$ to $0.18$, and the formula gives local exponents from $0.496$ to $0.485$.

The surface flux also gives the dose. Write \eqref{ode} as $(f^2f')'=-\tfrac12(\eta f)'+\tfrac12f$ and integrate from 0 to $\eta_0$. The boundary terms of $\eta f$ vanish, so $Q_0=\tfrac12\int_0^{\eta_0}f\,d\eta$. The dose is $2Q_0C_s\sqrt{D_st}$.

\section{Other moving fronts}

\begin{proposition}
Let a solution of \eqref{pme} have a front moving at $v>0$, with zero flux at its end. At distance $z=x_f-x$ behind it, let $u$ increase with $z$ and let its time derivative at fixed $z$ be at most $Ku$ in size, with $K$ constant. Then $u^2=2vz/D_s+O(z^2)$.
\end{proposition}

\begin{proof}
The donors between $x_f-z$ and $x_f$ gain $J$ through the rear boundary and lose $vC$ because that boundary moves forward. Their number changes at a rate of size at most $K\int_0^zC\,dz'\le KzC$. Hence $J=vC[1+O(z)]$. Since $\partial_x=-\partial_z$, $J=C_sD_su^2u_z$. Division by $C$ gives $\tfrac12D_s(u^2)_z=v+O(z)$, and integration from $u=0$ finishes the proof.
\end{proof}

A fixed dose provides an explicit case. Multiplying \eqref{pme} by $2u$ and writing $P=u^2$ gives $P_t=D_s(PP_{xx}+\tfrac12P_x^2)$. Try
\[
P=\frac{X^2-x^2}{4D_st},\qquad X\propto t^{1/4}.
\]
Since $(X^2)_t=X^2/(2t)$, the left side is $(2x^2-X^2)/(8D_st^2)$. With $P_x=-x/(2D_st)$ and $P_{xx}=-1/(2D_st)$, the right side is the same. The dose is proportional to $X^2/\sqrt t$ and is constant. Here $v=X/(4t)$, and near the edge $P\simeq X(X-x)/(2D_st)=2v(X-x)/D_s$, as required.

The condition of a moving front with no flux at its end matters. If donors flow steadily into a sink at $z=0$, then $u^2u_z$ is constant and $u\propto z^{1/3}$.

\section{Where the sharp end is rounded}

Equation \eqref{pme} fails when $C$ falls to about $n_i$. Well below $n_i$ the diffusivity \eqref{dc} levels off at $D_i$, and the balance $J=vC$ becomes $-D_iC_x=vC$, an exponential tail of length $\ell=D_i/v$. From $vx_f=\eta_0^2D_s/2$ and \eqref{ds},
\begin{equation}
\frac{\ell}{x_f}=\frac1{\eta_0^2}\left(\frac{n_i}{C_s}\right)^2 .
\end{equation}
The root law therefore describes the range $n_i\ll C\ll C_s$, and the mathematical zero belongs to the limit $n_i/C_s\to0$.

Neutrality sets a separate limit. Poisson's equation with permittivity $\varepsilon$ is $\phi_{xx}=-(q/\varepsilon)(C+p-n)$. Using $\phi_{xx}=(kT/q)(\ln n)_{xx}$, we find $C-(n-p)=-(\varepsilon kT/q^2)(\ln n)_{xx}$. Behind the front $n\simeq C\propto\sqrt z$, so $(\ln n)_{xx}=-1/(2z^2)$ and
\begin{equation}
\frac{C-(n-p)}{C}\simeq\frac{\varepsilon kT}{2q^2Cz^2}.
\label{charge}
\end{equation}
The sign is positive: electrons spill forward and leave a donor excess behind the front.

\section{Phosphorus in germanium at 600 $^\circ$C}

Take rough round values: $C_s=3\times10^{19}$ cm$^{-3}$, $n_i=2\times10^{18}$ cm$^{-3}$, $D_i=3\times10^{-16}$ cm$^2$/s and an anneal of 4 h. Then
\begin{align*}
D_s&=2(3\times10^{-16})(15)^2=1.35\times10^{-13}\ \mathrm{cm^2/s},\\
\sqrt{D_st}&=\sqrt{(1.35\times10^{-13})(14400)}\ \mathrm{cm}=441\ \mathrm{nm},\\
x_f&=1.0903\times441\ \mathrm{nm}=481\ \mathrm{nm}=0.48\ \mu\mathrm m .
\end{align*}
The final speed is $x_f/(2t)=1.0$ nm/min. The dose is $0.753\times(3\times10^{19})\times(4.41\times10^{-5})=1.0\times10^{15}$ cm$^{-2}$.

At 100 nm behind the front, $s=0.208$. The root law gives $1.49\times10^{19}$ cm$^{-3}$ and the full similarity profile $1.47\times10^{19}$ cm$^{-3}$, a difference of 1.7\%, in agreement with $s/12$. At 20 nm those two agree within 0.4\%, but restoring $n_i$ raises the concentration from $0.665$ to $0.708\times10^{19}$ cm$^{-3}$, by about 6\%. Without degeneracy, which is considered below, the root law is thus best some tens of nanometres behind the front: nearer, intrinsic carriers matter; farther back, the profile bends.

The neutral tail length is 1.8 nm, whereas the intrinsic Debye length, for relative permittivity 16, is 4.1 nm. Electrons therefore spill ahead over a longer distance than the donor tail itself, and neutrality fails there. Far enough ahead $n$ returns to $n_i$ and the donor decay length to $D_i/v$; nearer the front, where $n$ still exceeds $n_i$, the donors diffuse faster and their decay length is longer. At $C=n_i$, for example, \eqref{dc} gives $D=3.8D_i$ and a neutral decay length $D/v$ of about 7 nm. Solving Poisson's equation with the root profile held fixed gives a charge imbalance of 11\% of $C$ at 5 nm, 1.1\% at 20 nm and 0.02\% at 100 nm, where \eqref{charge} also gives 0.02\%. The root profile is too sharp at the shorter distances, so those figures overstate the effect: on the profile already rounded by $n_i$ the imbalance is about 3\% at 5 nm and 0.6\% at 20 nm, and the space charge alters $C$ appreciably only at and ahead of the ideal front. Behind it the rounding comes from the intrinsic carriers; with the 6\% change at 20 nm found above, it extends over some ten to twenty nanometres in a depth of nearly 500 nm.

Electron degeneracy changes the depth much more. With a rough conduction-band density of states $N_c=5\times10^{19}$ cm$^{-3}$, $C_s/N_c=0.6$. The vacancy charge then follows the electron activity, approximately $n\exp[(n-n_i)/(\sqrt8N_c)]$, instead of $n$. At fixed $C_s$ this raises the surface diffusivity by a factor 1.64 and moves the depth at $10^{19}$ cm$^{-3}$ from 437 to 523 nm, by 20\% (522 nm with the exact Fermi integral). This $N_c$ counts the four L valleys only. The six $\Delta$ valleys, roughly 0.2 eV higher, take a sizeable share of the electrons at this temperature and weaken the degeneracy: with a rough offset of 0.19 eV and a density of states 4.9 times that of the L valleys, the factor falls to about 1.3 and the depth to about 480 nm, a change of 10\%. The correction fades as $C/N_c\to0$, so the square root remains the limiting law for $n_i\ll C\ll N_c$. Here $N_c/n_i$ is only 25, so that range is barely open, and degeneracy changes the shape of the profile somewhat as well as its depth.

A lowering of the conduction-band edge acts the other way. For a rough 20 meV at fixed $n$ and fixed vacancy levels, the density of doubly negative vacancies changes by $\exp(-2\times0.020/0.0752)=0.59$. Applied uniformly to $D_s$, this would reduce the depth by $1-\sqrt{0.59}$, or 23\%. With the L valleys alone the two effects are comparable in size; with the $\Delta$ valleys included the band shift is the larger. With this uniform factor, the two together would put the depth at $10^{19}$ cm$^{-3}$ at $523\sqrt{0.59}$, or about 400 nm (about 370 nm with the $\Delta$ valleys included), against 437 nm with neither. In a real layer the band shift grows with the electron density, so a uniform factor is only a crude guide. The example therefore fixes the depth only roughly.

The chosen values are meant as typical of heavily phosphorus-doped germanium near this temperature, but $D_i$ and $n_i$ are rough, and $x_f\propto C_s\sqrt{D_it}/n_i$ carries their errors: a small relative error in $n_i$ passes to the depth in full, one in $D_i$ by half. Real layers can also break the assumptions of active donors and equilibrium vacancies. Inactive donor--vacancy clusters remove electrons and mobile donors, and implantation damage or a poor vacancy source changes the pair density. These effects are not sized here. If they make the diffusivity follow another power $C^m$ near the front, with $m>0$, the balance $J=vC$ gives the exponent $1/m$ in place of $1/2$; if they alter $D_s$ by a constant factor, \eqref{law} survives with the new $D_s$ and the new speed. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
SCALED PROBLEM
series coefficients a2, a3, a4: -0.166667, 0.007407, 0.000441
w at surface: 0.841186
front eta0, series: 1.09032
front eta0, shooting: 1.09032
surface flux, series / shooting: 0.37653 / 0.37653
dose integral, series / time-dependent: 0.7531 / 0.7531
front exponent, time-dependent: 0.4914
C^2 / square-root law squared near front: 0.9907
largest error in (C/C_s)^2: 0.00022
tail slope / predicted, test n_i/C_s=0.2: 0.991
EXAMPLE: P in Ge, rough round parameters
temperature: 873.15 K; time: 4.0 h
C_s: 3.00e+19 cm^-3; n_i: 2.00e+18 cm^-3
D_i: 3.00e-16 cm2/s; D_s: 1.350e-13 cm2/s
diffusion length sqrt(D_s t): 440.9 nm
front depth: 480.7 nm = 0.4807 um
front speed at end: 1.002 nm/min
donor dose: 9.961e+14 cm^-2
Behind ideal front: C in 1e19 cm^-3
distance nm | root law | similarity | finite n_i
  20 | 0.667 | 0.665 | 0.708
  50 | 1.055 | 1.046 | 1.061
 100 | 1.492 | 1.466 | 1.471
 200 | 2.110 | 2.037 | 2.037
NEGLECTED EFFECTS
intrinsic tail length D_i/v: 1.80 nm
tail length / front depth: 0.00374
Depth in nm: ideal | finite n_i | also degenerate
C=1.0e+19 cm^-3: 435.1 | 436.8 | 523.1
C=2.0e+18 cm^-3: 478.9 | 485.7 | 568.8
N_c used: 5.0e+19 cm^-3; C_s/N_c: 0.60
surface D ratio from degeneracy: 1.644
kT: 0.07524 eV; rough band shift: 0.020 eV
vacancy-charge factor from band shift: 0.588
relative permittivity used: 16.0
intrinsic Debye length: 4.08 nm
electron density at frozen front / n_i: 1.357
charge imbalance / C at 5 nm: 10.579 %
charge imbalance / C at 10 nm: 5.131 %
charge imbalance / C at 20 nm: 1.122 %
charge imbalance / C at 100 nm: 0.021 %
imbalance estimate at 100 nm: 0.022 %
\end{verbatim}
